# Overall Rotation and Relative Methyl Torsion in Linear Dimethylzinc: a numerical check

```python
"""Axial motion of linear dimethylzinc, CH3-Zn-CH3.
Result under test: for two equal methyl tops with angles phi1, phi2 about one axis,
    H = -(F/2) d2/dPhi2 - 2F d2/dtau2 + V(tau),
with Phi = (phi1+phi2)/2, tau = phi1-phi2, F = hbar^2/(2 I), and I the moment of
one methyl top about the axis. The torsional function changes sign under
tau -> tau + 2 pi when the axial quantum number K is odd.
Lengths are in angstrom, masses in u, energies in cm^-1.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc

u = sc.atomic_mass
m_h = (sc.m_p + sc.m_e) / u
m_d = (sc.physical_constants["deuteron mass"][0] + sc.m_e) / u
m_c, m_zn = 12.0, 64.0                 # mass numbers; these atoms lie on the axis
wavenumber = sc.h * sc.c * 100         # joule per cm^-1
rot_unit = sc.hbar**2 / (2 * u * 1e-20) / wavenumber   # cm^-1 u angstrom^2

# Rough, round model parameters
r_ch, r_znc, angle_deg = 1.10, 1.93, 110.0
barrier, temperature = 6.0, 300.0
nu_bend, nu_stretch, nu_umbrella = 150.0, 2900.0, 1150.0
beta = np.radians(angle_deg)
rho = r_ch * np.sin(beta)
inertia = 3 * m_h * rho**2
F = rot_unit / inertia


def mass_matrix(bend, angles, top_masses=(m_h, m_h), include_z=False):
    """Cartesian mass matrix for rotations x, y, (z) and the two top rotations."""
    half = bend / 2
    outward = np.array([[np.sin(half), 0, np.cos(half)],
                        [np.sin(half), 0, -np.cos(half)]])
    axes = np.array([outward[0], -outward[1]])
    y_axis = np.array([0.0, 1.0, 0.0])
    positions, masses = [np.zeros(3)], [m_zn]
    spin = [[np.zeros(3)], [np.zeros(3)]]
    for top in range(2):
        carbon = r_znc * outward[top]
        positions.append(carbon)
        masses.append(m_c)
        spin[0].append(np.zeros(3))
        spin[1].append(np.zeros(3))
        side = np.cross(y_axis, axes[top])
        for j in range(3):
            a = angles[top] + 2 * np.pi * j / 3
            arm = (-r_ch * np.cos(beta) * outward[top]
                   + rho * (np.cos(a) * side + np.sin(a) * y_axis))
            positions.append(carbon + arm)
            masses.append(top_masses[top])
            spin[top].append(np.cross(axes[top], arm))
            spin[1 - top].append(np.zeros(3))
    positions, masses = np.array(positions), np.array(masses)
    rotations = np.eye(3)[:3 if include_z else 2]
    motions = [np.cross(axis, positions) for axis in rotations]
    motions += [np.array(s) for s in spin]
    motions = [v - masses @ v / masses.sum() for v in motions]
    return np.array([[np.sum(masses[:, None] * v * w) for w in motions]
                     for v in motions])


# Kinetic energy of the straight molecule, from atomic velocities
to_tops = np.array([[1.0, 0.5], [1.0, -0.5]])   # (Phi, tau) -> (phi1, phi2)
perpendicular = []
for angles in [(0.0, 0.0), (0.3, 1.1), (2.0, 0.7)]:
    M = mass_matrix(0.0, angles)
    assert np.allclose(M[:2, 2:], 0, atol=1e-10)
    assert np.allclose(M[2:, 2:], inertia * np.eye(2), atol=1e-10)
    assert abs(M[0, 0] - M[1, 1]) < 1e-9 and abs(M[0, 1]) < 1e-9
    perpendicular.append(M[0, 0])
    separated_mass = to_tops.T @ M[2:, 2:] @ to_tops
    assert np.allclose(separated_mass, np.diag([2 * inertia, inertia / 2]),
                       atol=1e-10)
assert np.ptp(perpendicular) < 1e-9
overall_const, relative_const = rot_unit / np.diag(separated_mass)
assert abs(relative_const / F - 2) < 1e-10
assert abs(overall_const / F - 0.5) < 1e-10
B = rot_unit / perpendicular[0]
inverse_mass = np.linalg.inv(M[2:, 2:])
half_grad = np.array([0.5, -0.5])
half_angle_const = rot_unit * half_grad @ inverse_mass @ half_grad
assert abs(half_angle_const / F - 0.5) < 1e-10

# Differential operator, on a function that is not a product
p1, p2, Phi, tau = sp.symbols("p1 p2 Phi tau", real=True)
trial = sp.exp(sp.sin(2 * Phi + tau)) + sp.cos(Phi) * sp.sin(tau)**2
change = {Phi: (p1 + p2) / 2, tau: p1 - p2}
in_tops = trial.subs(change, simultaneous=True)
direct = sp.diff(in_tops, p1, 2) + sp.diff(in_tops, p2, 2)
separated = (sp.diff(trial, Phi, 2) / 2 + 2 * sp.diff(trial, tau, 2)).subs(
    change, simultaneous=True)
difference = sp.lambdify((p1, p2), direct - separated, "numpy")
for point in [(0.2, 0.9), (1.7, -0.4), (-2.1, 0.6)]:
    assert abs(difference(*point)) < 1e-10


def two_top_levels(v3, n=27):
    """Levels on a periodic grid of the two original top angles."""
    m = np.arange(-(n // 2), n // 2 + 1)
    grid = 2 * np.pi * np.arange(n) / n
    waves = np.exp(1j * np.outer(grid, m)) / np.sqrt(n)
    kinetic = ((waves * m**2) @ waves.conj().T).real
    potential = v3 / 2 * (1 - np.cos(3 * (grid[:, None] - grid[None, :])))
    H = F * (np.kron(kinetic, np.eye(n)) + np.kron(np.eye(n), kinetic))
    return np.linalg.eigvalsh(H + np.diag(potential.ravel()))


def separated_levels(K, v3, constant, use_parity=True):
    """Axial energy plus torsional levels for one value of K."""
    mu = np.arange(-16, 17) + (0.5 * (K % 2) if use_parity else 0.0)
    H = np.diag(constant * mu**2 + v3 / 2)
    H -= v3 / 4 * (np.eye(len(mu), k=3) + np.eye(len(mu), k=-3))
    return F / 2 * K**2 + np.linalg.eigvalsh(H)


def merged_levels(v3, constant, use_parity=True):
    return np.sort(np.concatenate([separated_levels(K, v3, constant, use_parity)
                                   for K in range(-12, 13)]))


count, level_errors = 30, []
strong_barrier = 10 * barrier
for v3 in (barrier, strong_barrier):
    full = two_top_levels(v3)[:count]
    error = np.max(np.abs(full - merged_levels(v3, 2 * F)[:count]))
    wrong_constant = np.max(np.abs(full - merged_levels(v3, F)[:count]))
    wrong_parity = np.max(np.abs(full - merged_levels(v3, 2 * F, False)[:count]))
    assert error < 1e-6
    assert wrong_constant > 1 and wrong_parity > 1
    level_errors.append((v3, error, wrong_constant, wrong_parity))

# Weak-barrier splittings
even = separated_levels(0, barrier, 2 * F)
odd = separated_levels(1, barrier, 2 * F)
split_odd, split_even = odd[3] - odd[2], even[6] - even[5]
split_even_formula = barrier**2 / (144 * F)
assert abs(split_odd - barrier / 2) < 0.01
assert abs(split_even / split_even_formula - 1) < 0.01

# Unequal tops: CH3-Zn-CD3
mixed = mass_matrix(0.0, (0.4, 1.3), (m_h, m_d))[2:, 2:]
G_mixed = np.linalg.inv(mixed)
relative_grad = np.array([1.0, -1.0])
mixed_const = rot_unit * relative_grad @ G_mixed @ relative_grad
F_d = rot_unit / (3 * m_d * rho**2)
assert abs(mixed_const - F - F_d) < 1e-9
weights = np.array([inertia, 3 * m_d * rho**2])
weights /= weights.sum()
assert abs(weights @ G_mixed @ relative_grad) < 1e-10
assert abs(np.array([0.5, 0.5]) @ G_mixed @ relative_grad) > 0.01

# Thermal bending, with each methyl group as a point mass at its carbon
kT = sc.k * temperature / wavenumber
m_methyl = m_c + 3 * m_h
zn_shift = -2 * m_methyl / m_zn                  # for unit shift of both methyls
bend_rate = 2 * (1 - zn_shift) / r_znc
bend_G = bend_rate**2 / (2 * m_methyl + m_zn * zn_shift**2)
assert abs(bend_G * r_znc**2 / (2 / m_methyl + 4 / m_zn) - 1) < 1e-10
bend_square = 2 * rot_unit * bend_G / nu_bend / np.tanh(nu_bend / (2 * kT))
bend_rms = np.sqrt(bend_square)                  # both bending planes together
bent = mass_matrix(bend_rms, (0.5, 1.4), include_z=True)
G_bent = np.linalg.inv(bent)[3:, 3:]
bent_const = rot_unit * relative_grad @ G_bent @ relative_grad
bent_formula = 2 * F / (1 - 2 * inertia * np.sin(bend_rms / 2)**2 / bent[0, 0])
assert abs(bent_const / bent_formula - 1) < 1e-9

# Harmonic zero-point averages of F; hydrogens move against a fixed carbon
nodes, node_weights = np.polynomial.hermite.hermgauss(20)
node_weights = node_weights / np.sqrt(np.pi)
sigma_stretch = np.sqrt(rot_unit / (3 * m_h * nu_stretch))
sigma_umbrella = np.sqrt(rot_unit / (3 * m_h * nu_umbrella)) / r_ch
stretch_ratio = node_weights @ (r_ch / (r_ch + np.sqrt(2) * sigma_stretch * nodes))**2
umbrella_ratio = node_weights @ (
    np.sin(beta) / np.sin(beta + np.sqrt(2) * sigma_umbrella * nodes))**2
length_ratio = (r_ch / (r_ch + 0.01))**2

print(f"C-H length: {r_ch:.2f} angstrom; Zn-C length: {r_znc:.2f} angstrom")
print(f"Zn-C-H angle: {angle_deg:.0f} degrees; H mass: {m_h:.5f} u")
print(f"H distance from axis: {rho:.4f} angstrom")
print(f"hbar^2/2 in working units: {rot_unit:.4f} cm^-1 u angstrom^2")
print(f"One-methyl moment I: {inertia:.4f} u angstrom^2")
print(f"Overall axial moment: {separated_mass[0, 0]:.4f} u angstrom^2")
print(f"Relative reduced moment: {separated_mass[1, 1]:.4f} u angstrom^2")
print(f"One-methyl constant F: {F:.4f} cm^-1")
print(f"Relative-torsion constant: {relative_const:.4f} cm^-1")
print(f"Relative-torsion constant: {relative_const * sc.c * 1e-7:.2f} GHz")
print(f"Ratio relative constant / F: {relative_const / F:.6f}")
print(f"Overall axial constant: {overall_const:.4f} cm^-1")
print(f"Constant for half-angle tau/2: {half_angle_const:.4f} cm^-1")
print(f"End-over-end constant B: {B:.4f} cm^-1")
print(f"Barrier V3: {barrier:.1f} cm^-1")
print("K=0 lowest 7 levels (cm^-1):", " ".join(f"{e:.3f}" for e in even[:7]))
print("K=1 lowest 4 levels, axial energy included (cm^-1):",
      " ".join(f"{e:.3f}" for e in odd[:4]))
print(f"Splitting of mu=+-3/2, K=1: {split_odd:.4f} cm^-1")
print(f"First-order value V3/2: {barrier / 2:.4f} cm^-1")
print(f"Splitting of mu=+-3, K=0: {split_even:.4f} cm^-1")
print(f"Second-order value V3^2/(144F): {split_even_formula:.4f} cm^-1")
print(f"Levels compared at each barrier: {count}")
for v3, error, bad_constant, bad_parity in level_errors:
    print(f"V3={v3:.0f} cm^-1: largest level difference {error:.1e} cm^-1")
    print(f"  with F instead of 2F: {bad_constant:.2f} cm^-1")
    print(f"  with integer mu for every K: {bad_parity:.2f} cm^-1")
print(f"CD3 one-rotor constant: {F_d:.4f} cm^-1")
print(f"CH3/CD3 relative constant: {mixed_const:.4f} cm^-1")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.1f} cm^-1")
print(f"kT/V3: {kT / barrier:.1f}")
print(f"Rough bend, stretch, umbrella wavenumbers: {nu_bend:.0f}, "
      f"{nu_stretch:.0f}, {nu_umbrella:.0f} cm^-1")
print(f"Rms thermal bend from straight: {np.degrees(bend_rms):.1f} degrees")
print(f"Change of 2F at this bend: {100 * (bent_const / (2 * F) - 1):.3f} percent")
print(f"Zero-point stretch change of F: {100 * (stretch_ratio - 1):.2f} percent")
print(f"Zero-point umbrella change of F: {100 * (umbrella_ratio - 1):.2f} percent")
print(f"Change of F for C-H longer by 0.01 angstrom: "
      f"{100 * (length_ratio - 1):.2f} percent")
print("verified")
```

Printed output:

```
C-H length: 1.10 angstrom; Zn-C length: 1.93 angstrom
Zn-C-H angle: 110 degrees; H mass: 1.00783 u
H distance from axis: 1.0337 angstrom
hbar^2/2 in working units: 16.8576 cm^-1 u angstrom^2
One-methyl moment I: 3.2305 u angstrom^2
Overall axial moment: 6.4609 u angstrom^2
Relative reduced moment: 1.6152 u angstrom^2
One-methyl constant F: 5.2183 cm^-1
Relative-torsion constant: 10.4367 cm^-1
Relative-torsion constant: 312.88 GHz
Ratio relative constant / F: 2.000000
Overall axial constant: 2.6092 cm^-1
Constant for half-angle tau/2: 2.6092 cm^-1
End-over-end constant B: 0.1351 cm^-1
Barrier V3: 6.0 cm^-1
K=0 lowest 7 levels (cm^-1): 2.952 13.351 13.351 44.808 44.808 96.922 96.970
K=1 lowest 4 levels, axial energy included (cm^-1): 8.164 8.164 27.580 30.580
Splitting of mu=+-3/2, K=1: 2.9998 cm^-1
First-order value V3/2: 3.0000 cm^-1
Splitting of mu=+-3, K=0: 0.0479 cm^-1
Second-order value V3^2/(144F): 0.0479 cm^-1
Levels compared at each barrier: 30
V3=6 cm^-1: largest level difference 1.8e-12 cm^-1
  with F instead of 2F: 17.02 cm^-1
  with integer mu for every K: 7.83 cm^-1
V3=60 cm^-1: largest level difference 3.7e-10 cm^-1
  with F instead of 2F: 12.68 cm^-1
  with integer mu for every K: 5.58 cm^-1
CD3 one-rotor constant: 2.6112 cm^-1
CH3/CD3 relative constant: 7.8295 cm^-1
Temperature: 300 K; kT: 208.5 cm^-1
kT/V3: 34.8
Rough bend, stretch, umbrella wavenumbers: 150, 2900, 1150 cm^-1
Rms thermal bend from straight: 10.6 degrees
Change of 2F at this bend: 0.045 percent
Zero-point stretch change of F: 0.48 percent
Zero-point umbrella change of F: 0.57 percent
Change of F for C-H longer by 0.01 angstrom: -1.79 percent
verified
```
